# Overlay from Two Oppositely Biased Diffraction Targets

## Result and conditions

Overlay is the sideways displacement $\varepsilon$ of one patterned layer against the layer beneath it. To measure it by diffraction, a grating of pitch $P$ is printed above an earlier grating of the same pitch. Let $s$ be the displacement of the upper grating relative to the lower one, and let

$$A(s)=I_{+1}(s)-I_{-1}(s) \tag{1}$$

be the asymmetry of the two first diffraction orders, each intensity being a fraction of the incident power. Two pads are made with programmed biases $+d$ and $-d$, so that their displacements are $s_\pm=\varepsilon\pm d$ and their asymmetries $A_\pm=A(\varepsilon\pm d)$. If $A(s)=K\sin qs$, with $q=2\pi/P$ and the same unknown sensitivity $K\neq0$ on both pads, then

$$\tan q\varepsilon=\tan qd\;\frac{A_++A_-}{A_+-A_-},\qquad 0<d<\frac P4,\quad |\varepsilon|<\frac P4 . \tag{2}$$

When $q\varepsilon$ and $qd$ are small this becomes

$$\varepsilon\simeq d\,\frac{A_++A_-}{A_+-A_-}. \tag{3}$$

The sensitivity cancels. The price is a set of conditions: each grating must be mirror-symmetric, the illumination must be mirror-symmetric (normal incidence is assumed here; comparing $I_{+1}$ at incidence angle $\theta$ with $I_{-1}$ at $-\theta$ gives an equally odd signal), the two pads must have the same stack, and the response must be a sine, or, for (3), nearly linear over the range used.

## Why the asymmetry is odd in the displacement

Place the centre of a line of the lower grating at $x=0$ and that of a line of the upper grating at $x=s$. Reflect the whole arrangement, $x\to-x$. A normally incident plane wave is unchanged. The lower grating is unchanged because it is symmetric. The upper grating keeps its shape but moves to $-s$. A wave leaving in order $+1$ now leaves in order $-1$. Maxwell's equations respect the reflection, so

$$I_{-1}(s)=I_{+1}(-s). \tag{4}$$

Inserting this in (1) gives

$$A(-s)=I_{+1}(-s)-I_{-1}(-s)=I_{-1}(s)-I_{+1}(s)=-A(s). \tag{5}$$

A displacement by a full pitch restores the structure, so $A$ also has period $P$. An odd periodic function is a sine series:

$$A(s)=\sum_{m\ge1}K_m\sin(mqs). \tag{6}$$

No assumption about the strength of the gratings entered. The pure sine law needs a further argument, which holds for weak gratings.

## The sine law and the origin of the sensitivity

Take the time factor $e^{-i\omega t}$, let $z$ point downward, and let the electric field lie along the grating lines. In the weak limit each grating scatters once, and the amplitudes add. A displacement $s$ multiplies the Fourier component $e^{\pm iqx}$ of a grating by $e^{\mp iqs}$. With $t$ the amplitude from the upper grating at $s=0$ and $b$ that from the lower,

$$R_{\pm1}=t\,e^{\mp iqs}+b . \tag{7}$$

The power flowing away from the surface is proportional to the normal wavenumber times $|R|^2$. For wavelength $\lambda<P$ the first orders propagate, with $k_0=2\pi/\lambda$ and $k_1=\sqrt{k_0^2-q^2}$. Setting $\eta=k_1/k_0$,

$$I_{\pm1}=\eta\left[|t|^2+|b|^2+2\,\mathrm{Re}\!\left(tb^*e^{\mp iqs}\right)\right]. \tag{8}$$

The first two terms cancel in the difference. Since $e^{-iqs}-e^{iqs}=-2i\sin qs$ and $\mathrm{Re}(-2iz)=2\,\mathrm{Im}\,z$,

$$A(s)=2\eta\,\mathrm{Re}\!\left[-2i\,tb^*\sin qs\right]=K\sin qs,\qquad K=4\eta\,\mathrm{Im}(tb^*). \tag{9}$$

The asymmetry is an interference term. It requires light from both gratings and a phase difference between $t$ and $b$ that is not a multiple of $\pi$.

The amplitudes can be found explicitly for two equal thin gratings in vacuum. Let the lines have width $w$, height $a$ and permittivity $1+\Delta$. The first Fourier coefficient of the modulation is

$$\chi_1=\frac{\Delta}{P}\int_{-w/2}^{w/2}e^{-iqx}dx=\frac{\Delta}{\pi}\sin\frac{\pi w}{P}. \tag{10}$$

To first order in $\Delta$, the incident wave $e^{ik_0z}$ drives the first-order field $E_1(z)$ through

$$E_1''+k_1^2E_1=-k_0^2\chi_1e^{ik_0z}\qquad(0<z<a), \tag{11}$$

with no source outside the grating. The outgoing solution for a unit point source at $z'$ is $e^{ik_1|z-z'|}/(2ik_1)$: its slope jumps by $2ik_1/(2ik_1)=1$ at $z'$, as required. Above the grating, $z<0$, we have $|z-z'|=z'-z$, and therefore

$$E_1=\frac{ik_0^2\chi_1}{2k_1}e^{-ik_1z}\int_0^a e^{i(k_0+k_1)z'}dz'. \tag{12}$$

The integral equals $a\,e^{i\beta}\sin\beta/\beta$ with $\beta=(k_0+k_1)a/2$, so

$$|t|=\frac{k_0^2|\chi_1|a}{2k_1}\left|\frac{\sin\beta}{\beta}\right|. \tag{13}$$

Lowering the grating by $h$ replaces $z'$ by $z'+h$ in the integrand: light travels down with wavenumber $k_0$ and returns with $k_1$. Hence $b=t\,e^{i(k_0+k_1)h}$, and (9) becomes

$$K=-4\eta|t|^2\sin\left[(k_0+k_1)h\right]. \tag{14}$$

The sensitivity depends on the separation and the wavelength, and it can vanish or change sign. One pad therefore cannot give the overlay unless $K$ is known from elsewhere.

Equation (14) can be compared with a full numerical solution of the Maxwell problem. For $P=700$ nm, $\lambda=532$ nm, $w=350$ nm, $a=20$ nm and $\Delta=0.001$, the formula gives $K=-8.588\times10^{-9}$ at $h=80$ nm and $+8.583\times10^{-9}$ at $h=240$ nm. The solution gives $-8.587\times10^{-9}$ and $+8.584\times10^{-9}$. At $h=160$ nm, close to a zero of the sine, both values have fallen to about $-2\times10^{-10}$.

## Eliminating the sensitivity

For the two pads, the addition theorem gives

$$A_\pm=K\sin(q\varepsilon\pm qd)=K\left(\sin q\varepsilon\cos qd\pm\cos q\varepsilon\sin qd\right). \tag{15}$$

The sum and difference each keep one product:

$$A_++A_-=2K\sin q\varepsilon\cos qd,\qquad A_+-A_-=2K\cos q\varepsilon\sin qd. \tag{16}$$

Dividing, which is allowed when $K$, $\cos q\varepsilon$ and $\sin qd$ are nonzero, gives

$$\frac{A_++A_-}{A_+-A_-}=\frac{\tan q\varepsilon}{\tan qd}. \tag{17}$$

Multiplication by $\tan qd$, finite for $d<P/4$, yields (2). The sum carries the overlay; the difference calibrates the sensitivity with the known bias.

On $|\varepsilon|<P/4$ the tangent is monotonic, so the solution is unique there. Outside that range an ambiguity remains: replacing $\varepsilon$ by $\varepsilon+P/2$ and $K$ by $-K$ leaves both asymmetries in (15) unchanged. With the sign of $K$ unknown, the sine law fixes overlay only modulo $P/2$. For the weak gratings above, at $h=240$ nm and with $d=20$ nm, a true displacement of 353 nm is indeed returned as 3.000 nm.

The same gratings show the range of the linear rule. For a true overlay of 100 nm, (2) returns 100.00 nm and (3) returns 138.20 nm.

## Strong gratings: the error of the linear rule

Strong gratings scatter repeatedly, and higher harmonics appear in (6). Near $s=0$, however, any smooth odd response with a nonzero slope $K'$ at the origin has the form

$$A(s)=K'(s+cs^3+\dots). \tag{18}$$

Expanding $\sin mqs=mqs-(mqs)^3/6+\dots$ in (6) identifies

$$K'=q\sum_m mK_m,\qquad c=-\frac{q^2}{6}\,\frac{\sum_m m^3K_m}{\sum_m mK_m}. \tag{19}$$

Now use $(\varepsilon+d)^3+(\varepsilon-d)^3=2\varepsilon^3+6\varepsilon d^2$ and $(\varepsilon+d)^3-(\varepsilon-d)^3=2d^3+6\varepsilon^2d$. The linear estimate $\varepsilon_L$, the right side of (3), is

$$\varepsilon_L=\varepsilon\,\frac{1+c(\varepsilon^2+3d^2)}{1+c(d^2+3\varepsilon^2)}\simeq\varepsilon\left[1+2c(d^2-\varepsilon^2)\right], \tag{20}$$

to first order in $c$. The slope $K'$ has cancelled, so the linear rule does not rest on the weak-grating model.

The zeros of this error at $\varepsilon=0$ and $\varepsilon=\pm d$ hold beyond the cubic approximation. At $\varepsilon=0$, oddness gives $A_+=-A_-$ and $\varepsilon_L=0$, provided $A(d)\ne0$. At $\varepsilon=d$, $A_-=A(0)=0$, so the ratio is 1 and $\varepsilon_L=d$, provided $A(2d)\ne0$. The case $\varepsilon=-d$ follows in the same way.

The tangent rule (2) removes the curvature of a pure sine. Its estimate $\varepsilon_T$ obeys $\tan q\varepsilon_T=(\varepsilon_L/d)\tan qd$. With $\tan x\simeq x+x^3/3$ and $\arctan x\simeq x-x^3/3$,

$$\varepsilon_T\simeq\varepsilon_L\left[1+\frac{q^2}{3}(d^2-\varepsilon_L^2)\right]\simeq\varepsilon\left[1+2\left(c+\frac{q^2}{6}\right)(d^2-\varepsilon^2)\right]. \tag{21}$$

For a sine, $c=-q^2/6$ and the correction vanishes. With harmonics a remainder generally survives, although their contributions to the cubic term can cancel.

## Noise and broken assumptions

Let the two asymmetries have independent errors of standard deviation $\sigma_A$. Differentiating $A_\pm=K\sin qs_\pm$ with both $\varepsilon$ and $K$ free gives

$$dA_\pm=qK\cos(qs_\pm)\,d\varepsilon+\sin(qs_\pm)\,dK. \tag{22}$$

Multiply the upper equation by $\sin qs_-$, the lower by $\sin qs_+$, and subtract. The terms in $dK$ cancel, and the remaining bracket is $\sin(qs_--qs_+)=-\sin2qd$:

$$\sin(qs_-)\,dA_+-\sin(qs_+)\,dA_-=-qK\sin(2qd)\,d\varepsilon. \tag{23}$$

The independent errors add in squares, and $\sin^2qs_++\sin^2qs_-=1-\cos2q\varepsilon\cos2qd$. Thus

$$\sigma_\varepsilon=\frac{\sigma_A\sqrt{1-\cos2q\varepsilon\cos2qd}}{q|K|\,|\sin2qd|}\;\longrightarrow\;\frac{\sigma_A}{\sqrt2\,q|K|}\sqrt{1+\frac{\varepsilon^2}{d^2}}, \tag{24}$$

where the arrow denotes small angles. A vanishing $K$ makes the measurement useless, and a bias much smaller than the overlay amplifies noise. A larger bias, on the other hand, increases the curvature error in (20) when $d>|\varepsilon|$.

Systematic errors follow from the linear rule. If a grating is itself asymmetric, or the illumination is tilted, (5) is no longer guaranteed and an offset $A_0$ can appear. Taken as constant, it adds $2A_0$ to the sum and nothing to the difference $2K'd$:

$$\delta\varepsilon\simeq d\,\frac{2A_0}{2K'd}=\frac{A_0}{K'}. \tag{25}$$

The offset thus imitates an overlay, and the opposite biases do not remove it.

If the pads have sensitivities $K'(1\pm\kappa)$, then $A_\pm=K'(1\pm\kappa)(\varepsilon\pm d)$. The sum is $2K'(\varepsilon+\kappa d)$ and the difference is $2K'(d+\kappa\varepsilon)$, so to first order in $\kappa$

$$\varepsilon_L=\frac{\varepsilon+\kappa d}{1+\kappa\varepsilon/d}\simeq\varepsilon+\kappa\left(d-\frac{\varepsilon^2}{d}\right). \tag{26}$$

Even perfectly aligned layers then show an apparent overlay $\kappa d$.

## A resist grating over etched silicon

Consider resist lines 100 nm high and 350 nm wide on an oxide film. Below the film lie silicon lines 80 nm deep and 310 nm wide, with oxide between them, on a silicon substrate. The pitch is 700 nm and the wavelength 532 nm. The refractive indices are rough typical values: 1.6 for resist, 1.46 for oxide and $4.1+0.04i$ for silicon. The bias is 20 nm and the true overlay is set to 3 nm.

The asymmetries come from a coupled-wave solution, which expands the field in diffraction orders and matches it across the layers. The values below use 21 orders. Raising the number to 33 changes the overlay retrieved from the first stack by 0.00015 nm. The asymmetries themselves converge more slowly: with 101 orders $A_+$ of that stack moves from $-0.034601$ to $-0.034543$, about 0.2 %. This change of scale cancels in the ratio, and the further digits are kept only so that the arithmetic can be followed.

Two oxide thicknesses were selected from a scan between 150 and 450 nm in steps of 5 nm, everything else being fixed. On this grid the signal has its largest local maximum in magnitude at 165 nm. At 190 nm it varies steeply with thickness. For the first stack,

$$A_+=-0.034601,\qquad A_-=0.025871, \tag{27}$$

so the sum is $-0.008730$, the difference is $-0.060472$, and their ratio is 0.14437. The linear rule gives

$$\varepsilon_L=20\ \text{nm}\times0.14437=2.89\ \text{nm}. \tag{28}$$

With $qd=0.17952$ and $\tan qd=0.18147$, the tangent rule gives

$$\varepsilon_T=\frac{\arctan(0.18147\times0.14437)}{0.008976\ \text{nm}^{-1}}=2.92\ \text{nm}. \tag{29}$$

For the second stack $A_+=-0.015084$ and $A_-=0.011492$. The signals are less than half as large, yet the tangent rule gives 2.73 nm, only 0.19 nm from the first result. The unknown scale has cancelled; what remains is the different shape of the two responses.

In the first stack the harmonics are not small: $K_2/K_1=0.39$ and $K_3/K_1=0.07$. Equation (19), summed to $m=11$, gives $c=-4.83\times10^{-5}\ \text{nm}^{-2}$, against $-1.34\times10^{-5}\ \text{nm}^{-2}$ for a pure sine. Equation (20) then predicts a linear-rule error of

$$2\times3\times(-4.83\times10^{-5})\times(400-9)=-0.113\ \text{nm}, \tag{30}$$

and the actual error is also $-0.113$ nm relative to the true 3 nm. Equation (21) predicts $-0.082$ nm for the tangent rule, as found. The tangent rule therefore removes only about a quarter of the error here, because most of the curvature comes from harmonics.

In the first stack, larger overlays follow the sign pattern of (20). A true 10 nm is read as 9.71 nm by the linear rule and 9.79 nm by the tangent rule. At 20 nm, equal to the bias, both return 20.000 nm. At 40 nm the error has changed sign, and the readings are 45.3 and 43.4 nm; the first-order form of (20) gives 44.6 nm for the linear rule, so higher terms are no longer negligible.

## Which errors matter in practice

The example lies in the regime of visible-light overlay metrology on resist above an etched layer, where pitches of several hundred nanometres and biases of some tens of nanometres are typical in rough terms. Real etched gratings need not be symmetric. Displacing the upper half of the silicon lines by 2 nm against the lower half, with overlay referred to their mean position, gives $A(0)=1.12\times10^{-3}$ in the first stack. The slope is $K'\simeq-0.060472/(40\ \text{nm})=-1.51\times10^{-3}\ \text{nm}^{-1}$, so (25) predicts a shift of $-0.74$ nm; the full calculation gives $-0.68$ nm. This is nearly a quarter of the overlay being measured, and much larger than the harmonic error. The two numbers differ because the offset is not constant: at $|s|=20$ nm it has fallen to $1.02\times10^{-3}$. The 2 nm lean is an assumed value, not a measured one, and the shift depends on how it is modelled. Referred to the upper half of the lines instead of the mean position, the shift is $+0.29$ nm; a smooth slant of 2 nm from top to bottom gives $-0.28$ nm; and at other oxide thicknesses the same step gives shifts of either sign, reaching several nanometres at some of them.

A tilt of the illumination by 0.02 degree shifts the result by $-0.03$ nm. Reflection reverses the tilt and exchanges the orders, so the offset at $s=0$ is odd in the tilt angle and, for small angles, proportional to it. Averaging the asymmetries over opposite tilts restores an odd response and removes this offset.

The choice of stack matters strongly for unequal pads. Suppose the oxide is 1 nm thicker on the $+d$ pad than on the $-d$ pad. At 190 nm mean thickness $\kappa=-0.0439$, and (26) gives

$$\delta\varepsilon=-0.0439\times\left(20-\frac{9}{20}\right)\text{nm}=-0.86\ \text{nm}, \tag{31}$$

against $-0.88$ nm from the full calculation. At 165 nm, $\kappa=-0.0012$ and the shift is $-0.02$ nm. At a maximum of $|K|$ a small thickness difference changes the sensitivity only at second order. The grid point 165 nm lies about 1.6 nm above the maximum of the signal, near 163.4 nm, so its small shift is still proportional to the mismatch; at 163.4 nm it falls below 0.001 nm. For this kind of mismatch, then, a working point where the sensitivity is both large and stationary is preferable. It does not cure the offset of an asymmetric grating. When the film thickness is set by the process, the wavelength remains adjustable, and in the weak limit (14) shows that it too moves the phase controlling $K$.

Random noise is smaller here. Independent errors in each intensity, all equal to 0.05 % of the mean first-order efficiency 0.03845, give $\sigma_A=\sqrt2\times0.0005\times0.03845=2.72\times10^{-5}$. The difference in (16), with $\varepsilon_T$ for the overlay, gives the effective sensitivity $|K|=0.060472/(2\cos q\varepsilon_T\sin qd)=0.1694$. With this value, (24) gives $\sigma_\varepsilon=0.013$ nm, and random Gaussian trials give the same value.

These figures leave out the finite pad size, the other polarization and the errors of the detector optics, so they do not form a complete error budget. Within the model, and for a true overlay of 3 nm, the assumed 2 nm lean and the assumed 1 nm oxide mismatch on the steep stack each cost far more than the assumed noise. In these cases the accuracy is limited by the symmetry and equality of the pads, on which the two-pad rule depends. At larger overlays the harmonics matter too: at 40 nm they alone cause an error of 3.4 nm in the tangent rule for the first stack, and of about 17 nm for the second. The remaining computed values are in the numerical output below.

## Calculated quantities

```
pitch 700 nm, wavelength 532 nm
bias 20 nm, true overlay 3 nm
indices: resist 1.6, oxide 1.46, silicon (4.1+0.04j)
resist lines: height 100, width 350 nm
silicon lines: depth 80, width 310 nm
q = 0.008976 rad/nm, q*bias = 0.17952 rad
tan(q*bias) = 0.18147
lossless mirror stack, total reflected power = 1.0000000000
weak gratings: contrast 0.001, height 20 nm
 separation 80 nm: K formula -8.588e-09, solved -8.587e-09
 separation 160 nm: K formula -2.041e-10, solved -2.018e-10
 separation 240 nm: K formula 8.583e-09, solved 8.584e-09
 separation 320 nm: K formula 4.081e-10, solved 4.071e-10
weak, overlay 100 nm: tangent 100.00, linear 138.20 nm
weak, overlay 353 nm: tangent rule returns 3.000 nm
stack 1 (peak): oxide 165 nm, K = -0.169392
 A_plus = -3.4601e-02, A_minus = 2.5871e-02
 sum = -8.7301e-03, difference = -6.0472e-02
 ratio = 0.14437
 overlay: linear 2.8873 nm, tangent 2.9181 nm
stack 2 (steep): oxide 190 nm, K = -0.074443
 A_plus = -1.5084e-02, A_minus = 1.1492e-02
 sum = -3.5917e-03, difference = -2.6577e-02
 ratio = 0.13515
 overlay: linear 2.7029 nm, tangent 2.7318 nm
stack 1 from here on:
change of overlay with more orders = 0.00015 nm
harmonics K2/K1 = 0.3922, K3/K1 = 0.0745
cubic coefficient c = -4.830e-05 nm^-2 (pure sine -1.343e-05)
linear-rule error: predicted -0.1133, actual -0.1127 nm
 true 10 nm: linear 9.710, tangent 9.790 nm
 true 20 nm: linear 20.000, tangent 20.000 nm
 true 40 nm: linear 45.279, tangent 43.429 nm
lean = 2 nm, tilt = 0.02 degree
 lean: A(0) = 1.122e-03, error formula -0.742, actual -0.683 nm
 tilt: A(0) = 4.837e-05, error formula -0.032, actual -0.027 nm
oxide 1 nm thicker on the +bias pad than on the -bias pad:
 oxide 165 nm: kappa -0.00121, formula -0.024, actual -0.024 nm
 oxide 190 nm: kappa -0.04393, formula -0.859, actual -0.878 nm
mean first-order efficiency = 0.03845
noise per intensity = 0.05 %, sigma_A = 2.718e-05
overlay noise: formula 0.0130, trials 0.0130 nm
```
